Electron-electron cusp conditions for singlet and triplet pairs

Two electrons of a many-electron system approach each other at a point away from all nuclei and all other electrons. Their Coulomb repulsion diverges there, yet for an eigenstate HΨ = EΨ holds point by point with a finite E, so the kinetic term must cancel the divergence. The wave function must therefore have a particular shape at small separation, which a trial function for variational or diffusion Monte Carlo should share. The problem is to find this shape for singlet and triplet pairs, and to see what it implies for a Jastrow factor.

Hartree atomic units are used. Electrons 1 and 2 have positions r1 and r2, and

r = r1 − r2,  R = (r1 + r2)/2,  r = |r|,  r̂ = r/r.

The letter r denotes the vector in products such as b·r and in r1 − r2, and the distance in 1/r and in functions such as g(r). The spatial wave function Ψ is a bounded, continuous solution of HΨ = EΨ. Coefficients of r have the unit 1/bohr.

**(a) Write the Schrödinger equation in r and R, and isolate what is singular at r = 0.**

Solution. By the chain rule,

∇1 = ∇r + ½∇R,  ∇2 = −∇r + ½∇R.

When the squares are added, the cross terms cancel:

∇1² + ∇2² = 2∇r² + ½∇R².

The kinetic energy of the pair is therefore

−½∇1² − ½∇2² = −∇r² − ¼∇R².

The relative motion has the coefficient 1 instead of ½ because its reduced mass is ½. Let W be the whole potential energy except 1/r, and let i ≥ 3 label the other electrons. Then HΨ = EΨ becomes

∇r²Ψ = Ψ/r + S,  (1)

S = [−¼∇R² − ½Σᵢ∇i² + W − E]Ψ.

W is smooth near r = 0, since no third particle is close. The derivatives in S act on R and on the other electrons, not on r, so they do not differentiate the singular function 1/r. I assume accordingly that S is continuous at r = 0 when the other coordinates are held fixed. The assumption is not justified if a nucleus or a third electron sits at the same point, because W is then singular there.

**(b) Find the initial slope of the s-wave part of Ψ.**

Solution. The s-wave part is the average over the directions of r:

g0(r) = (1/4π) ∫ Ψ dΩ.

The angular part of the Laplacian integrates to zero over the sphere. With s0 the same average of S, equation (1) gives

(1/r²)(r²g0')' = g0/r + s0.

Multiply by r² and integrate from 0 to r:

r²g0'(r) = C + ∫₀ʳ [t g0(t) + t² s0(t)] dt.  (2)

The constant C is the limit of r²g0' at the origin. If it were not zero, g0' would behave as C/r² and g0 as −C/r, which is unbounded. Hence C = 0.

For small r, g0(t) may be replaced by g0(0) and s0(t) by s0(0) to leading order in each term. The two integrals are then r²g0(0)/2 and r³s0(0)/3. Division by r² gives

g0'(r) → g0(0)/2 as r → 0.  (3)

The surroundings enter through s0, whose contribution to the slope, r s0(0)/3, vanishes at coalescence. The external potential and the other electrons can change g0(0), but not the ratio of slope to value.

**(c) Do the same for the p-wave part.**

Solution. Choose a fixed unit vector n and define

g1(r) = (3/4π) ∫ (n·r̂) Ψ dΩ.

The function n·r̂ has l = 1, so the angular Laplacian on the unit sphere multiplies it by −l(l+1) = −2. Moving that operator from Ψ onto n·r̂ by integration by parts, and writing s1 for the same projection of S, we obtain

g1'' + 2g1'/r − 2g1/r² = g1/r + s1.

A regular p wave starts linearly, so set g1 = r f1. Then g1' = f1 + r f1' and g1'' = 2f1' + r f1''. The left side is

r f1'' + 2f1' + 2f1/r + 2f1' − 2f1/r = r f1'' + 4f1'.

The centrifugal term has cancelled, leaving a 4 where the s wave has a 2. On the right, g1/r = f1. Multiplication by r³ gives

(r⁴f1')' = r³(f1 + s1),

r⁴f1'(r) = C + ∫₀ʳ t³[f1(t) + s1(t)] dt.  (4)

The integral converges, because g1 is bounded and so |f1| ≤ M/r for some constant M. If C were not zero, f1 would behave as −C/(3r³) and g1 as −C/(3r²), which is unbounded. Again C = 0.

It remains to show that f1 has a finite limit.

- With |f1| ≤ M/r, the f1 integral in (4) is at most Mr³/3. Thus f1' grows no faster than 1/r, and f1 no faster than |ln r|.
- Putting this better bound into (4) shows that f1' grows no faster than |ln r|. That function is integrable at the origin, so f1(0) exists and is finite.

Finally, s1(0) = 0. At r = 0 the continuous function S has a single value, independent of direction, and the average of a constant times n·r̂ is zero. For small r the integral in (4) is therefore r⁴f1(0)/4 to leading order, and

f1'(r) → f1(0)/4 as r → 0.  (5)

**(d) What do these results say about singlet and triplet pairs? Why do the two coefficients differ, and when does neither apply?**

Solution. The total wave function changes sign when electrons 1 and 2 are exchanged. The singlet spin function is odd under exchange, so its spatial partner is even. For a triplet the spatial function is odd. Exchange turns r into −r and leaves R unchanged, and a partial wave l has parity (−1)^l. A singlet pair thus contains even l, and a triplet pair odd l.

To state the remainders, assume also the regular expansion at a two-particle coalescence, in which each partial wave is r^l times a power series in r. In a singlet the waves beyond l = 0 start at r². In a triplet those beyond l = 1 start at r³. Equation (5) holds for each of the three directions n, with f1(0) equal to the corresponding component of a vector b. Therefore

singlet, Ψ(0) ≠ 0: Ψ = Ψ(0)(1 + r/2) + O(r²),  (6)

triplet, b ≠ 0: Ψ = b·r (1 + r/4) + O(r³).  (7)

Here Ψ(0) and b depend on R and on the other electrons. The singlet function has a kink at r = 0: along a line through coalescence its slope changes from −Ψ(0)/2 to +Ψ(0)/2. The triplet function vanishes there and has a continuous slope; its non-analytic term appears one order later.

The difference between ½ and ¼ comes from the kinetic energy. Let Y be an angular function of order l. Then

∇²(r^(l+1) Y) = [(l+1)(l+2) − l(l+1)] r^(l−1) Y = 2(l+1) r^(l−1) Y.

Let r^l(1 + γr)Y be the leading wave. Since ∇²(r^l Y) = 0, the leading part of equation (1) is

2(l+1)γ r^(l−1) Y = r^(l−1) Y,  so γ = 1/[2(l+1)].

The repulsion is the same for both pairs, but the same correction γr produces twice as much curvature when it multiplies a p wave as when it multiplies an s wave. Half the coefficient then suffices to balance 1/r.

This formula also covers an exception. If the s wave of a singlet is absent, the pair can start with l = 2, and the coefficient is 1/6. An example is two electrons in a harmonic trap ½ω²x², where x is the distance from the centre, with ω = 1/6 and relative motion proportional to xy(1 + r/6)exp(−ωr²/4); in this product x and y are components of r. The numerical check tests that this is an eigenfunction, with energy 1 Ha when the midpoint is in its ground state. The values ½ and ¼ thus belong to an s wave with g0(0) ≠ 0 and a p wave with b ≠ 0, and to singlets and triplets when these waves lead. A singlet can also have Ψ(0) = 0 at a point while its s wave is present. That wave then starts at r², equation (3) gives only a zero slope, and the ratio ½ does not carry over to its next term.

**(e) A trial function has the form exp(cr)Φ, with Φ smooth at r = 0. Which c keeps the local energy finite?**

Solution. The local energy is E_L = (HΨ)/Ψ. Use ∇r = r̂ and ∇²r = 2/r to differentiate the product:

∇r²(e^(cr)Φ)/(e^(cr)Φ) = 2c/r + c² + 2c r̂·∇rΦ/Φ + ∇r²Φ/Φ.

This enters E_L with a minus sign, next to the repulsion +1/r.

For an even Φ with Φ(0) ≠ 0, the gradient vanishes at r = 0 and the third term stays finite. The singular part is

E_L ≈ (1 − 2c)/r,  so c = ½.

For an odd Φ = b·r + O(r³), with r̂ not perpendicular to b, we have r̂·∇rΦ/Φ = 1/r + O(r). The third term now contributes a second 2c/r:

E_L ≈ (1 − 4c)/r,  so c = ¼.

These are the coefficients of (6) and (7), since exp(cr) = 1 + cr + O(r²).

A harmonic trap with ω = 0.5 Ha shows the sizes involved. Because r1² + r2² = 2R² + r²/2, the non-interacting ground state is

Φ = exp(−ωR² − ωr²/4),

with energy 3ω. Multiplying it by the component z of r gives an odd state with energy 4ω. The Gaussian contributes −ωr/2 to r̂·∇rΦ/Φ, so that

even: E_L = 3ω − c² + cωr + (1 − 2c)/r,

odd: E_L = 4ω − c² + cωr + (1 − 4c)/r.

At r = 0.001 bohr the even pair with c = ½ has

E_L = 1.5 − 0.25 + 0.00025 + 0 = 1.250 Ha.

With c = ¼ the last term is 0.5/0.001 = 500 Ha, and the total is 501.4 Ha. For the odd pair c = ¼ gives 1.938 Ha, while c = ½ gives −998.2 Ha. The last value is negative because the Jastrow factor then overcompensates the repulsion. Finite differences in the six electron coordinates give the same numbers.

**(f) In a product of spin-up and spin-down determinants, an antiparallel pair is in general neither a singlet nor a triplet. What does c = ½ achieve there?**

Solution. With spins assigned to the electrons, Φ need not be even or odd in r. Near coalescence

Φ = a + b·r + O(r²).

If a ≠ 0, the divergence is again (1 − 2c)/r, and c = ½ removes it. The third term of part (e) leaves a finite remainder at r → 0,

−2c r̂·b/a = −r̂·b/a,

which depends on the direction of approach when b ≠ 0. The local energy is then bounded near this point but discontinuous; if b = 0, the remainder vanishes.

Take one electron in the s orbital and the other in the p_z orbital of the same trap. Apart from the Gaussian, Φ = z2 = Z − z/2, where Z is the height of the midpoint R. Thus a = Z, and b has the z component −½. Approaching along +z and −z gives the remainders +1/(2Z) and −1/(2Z). For Z = 0.8 bohr each has the size 0.625 Ha, and

E_L = 4ω − c² ± 0.625 = 2 − 0.25 ± 0.625 = 2.375 or 1.125 Ha.

The jump is 1/Z = 1.25 Ha.

Its cause is that the common factor gives the p wave the coefficient ½, whereas (5) requires ¼. To see this, give each wave its own coefficient:

Ψ = exp(−ωR² − ωr²/4) q,  q = Z(1 + r/2) − (z/2)(1 + r/4).

From part (d), ∇r²(r) = 2/r and ∇r²(zr) = 4z/r, so

∇r²q = Z/r − z/(2r),

q/r = Z/r + Z/2 − z/(2r) − z/8.

In −∇r²q + q/r both the divergent term Z/r and the direction-dependent term z/(2r) cancel. What remains is Z/2 − z/8, which tends to Z/2. Since q → Z, this adds ½ Ha to E_L. The Gaussian and the trap give 3ω, and the cross term ωR·∇Rq/q gives ω. The total is 4ω + ½ = 2.5 Ha from either side, as the program also finds.

For antiparallel spins, c = ½ therefore cures the divergence wherever a ≠ 0. Where a = 0 and b ≠ 0, the Jastrow terms and the repulsion combine to (1 − 4c)/r as in the odd case of part (e). In the example this happens at Z = 0, where Φ is odd in r and c = ½ leaves −1/r. Parallel spins form a triplet, so ¼ applies to them whenever b ≠ 0.

**(g) Check the cusps in a system where the relative motion does not separate from the motion of the midpoint.**

Solution. Put two electrons in the trap ½ω²x² + λx⁴, with ω = 0.5 Ha and λ = 0.01 Ha/bohr⁴. The squared distances of the electrons from the centre are A + R·r and A − R·r, with A = R² + r²/4. The quartic energy is

λ[(A + R·r)² + (A − R·r)²] = 2λ[A² + (R·r)²].

Both the term R²r²/2 in A² and the last term couple the two motions; the last term, which depends on the angle between R and r, also mixes partial waves of the same parity.

The lowest singlet and triplet states of zero total orbital angular momentum were computed by diagonalization. The basis functions in r are r^l times polynomials times a Gaussian, with free linear coefficients, so no cusp is built in. The energies are 2.2942 Ha for the singlet and 3.5230 Ha for the triplet. A smaller basis raises them by less than 10⁻⁵ Ha. The singlet contains an l = 2 weight of 6.0 × 10⁻⁴, and the triplet an l = 3 weight of 1.1 × 10⁻³.

At R = 0.5, 1.0 and 1.5 bohr, the ratio g0'(0)/g0(0) of the singlet is 0.5000 and the ratio f1'(0)/f1(0) of the triplet is 0.2500, both per bohr. Neither changes with R to the digits shown, as parts (b) and (c) require. The point R = 0 must be left out for the triplet: in this state b is parallel to R and vanishes there.

The range of the linear law can be read from the secant slope [f(r)/f(0) − 1]/r, where f is g0 for the singlet and f1 for the triplet. At R = 1.0 bohr:

r = 0.4 bohr: singlet 0.424, triplet 0.173

r = 0.2 bohr: singlet 0.465, triplet 0.213

r = 0.1 bohr: singlet 0.483, triplet 0.232

The distance from the limit roughly halves with r, as expected when the next term in f is proportional to r². At r = 0.4 bohr the computed singlet ratio is

f(r)/f(0) = 1 + 0.4 × 0.424 = 1.170,

against 1.200 from the cusp alone, an error of 2.6% relative to the computed ratio. For the triplet the values are 1.069 and 1.100, an error of 2.9%. These errors refer to the whole partial wave, which includes the decay imposed by the trap, and not to a Jastrow factor alone. In the purely harmonic trap with ω = 0.5 Ha the exact singlet, tested by the program, has the relative motion (1 + r/2)exp(−ωr²/4). Its correlation factor is exactly linear, yet f(r)/f(0) at r = 0.4 bohr is 1.200 × exp(−0.02) = 1.176, which the linear law overshoots by 2.0% of that ratio. The cusp condition fixes only the linear term of f; the terms from r² onward depend on the system.

Numbers as computed

```
Exact pair states in a harmonic trap (local energy at two points)
  s wave: omega = 0.500000 Ha, E = 2.000000, 2.000000 Ha
  p wave: omega = 0.250000 Ha, E = 1.250000, 1.250000 Ha
  d wave: omega = 0.166667 Ha, E = 1.000000, 1.000000 Ha
Diagonalization, lam = 0: singlet (omega 0.5) 2.000000 Ha
Diagonalization, lam = 0: triplet (omega 0.25) 1.500000 Ha
Quartic trap: omega = 0.5 Ha, lam = 0.01 Ha/bohr^4
singlet: E = 2.29422 Ha, smaller basis higher by 2.9e-06 Ha
  weight of l = 0: 0.999400, l = 2: 6.00e-04
  cusp at R = 0.5 bohr: 0.5000 per bohr
  cusp at R = 1.0 bohr: 0.5000 per bohr
  cusp at R = 1.5 bohr: 0.5000 per bohr
  secant slope, R = 1.0, r = 0.4 bohr: 0.4244 per bohr
  secant slope, R = 1.0, r = 0.2 bohr: 0.4648 per bohr
  secant slope, R = 1.0, r = 0.1 bohr: 0.4831 per bohr
triplet: E = 3.52297 Ha, smaller basis higher by 8.6e-06 Ha
  weight of l = 1: 0.998871, l = 3: 1.13e-03
  cusp at R = 0.5 bohr: 0.2500 per bohr
  cusp at R = 1.0 bohr: 0.2500 per bohr
  cusp at R = 1.5 bohr: 0.2500 per bohr
  secant slope, R = 1.0, r = 0.4 bohr: 0.1729 per bohr
  secant slope, R = 1.0, r = 0.2 bohr: 0.2126 per bohr
  secant slope, R = 1.0, r = 0.1 bohr: 0.2316 per bohr
Local energy (Ha) at r = 0.1, 0.01, 0.001, 0.0001 bohr, omega = 0.5 Ha
  even pair, c = 0.50: 1.2750, 1.2525, 1.2502, 1.2500
  even pair, c = 0.25: 6.4500, 51.4387, 501.4376, 5001.4375
  odd pair, c = 0.50: -8.2250, -98.2475, -998.2497, -9998.2500
  odd pair, c = 0.25: 1.9500, 1.9388, 1.9376, 1.9375
Mixed pair, midpoint height Z = 0.8 bohr, r = 0.0001 bohr
  common c = 1/2: E(+z) = 2.3751, E(-z) = 1.1251, jump = 1.2500 Ha
  separate 1/2, 1/4: E(+z) = 2.5000, E(-z) = 2.5000, jump = 0.0000 Ha
```
